\section*{Si–H stretches of the H8Si8O12 cage after one axial substitution}

\section{Problem}

The cage H$_8$Si$_8$O$_{12}$ is a building unit of hydridosilsesquioxane low-$k$ films. Its silicon atoms sit at the corners of a cube, an oxygen bridges each edge, and each silicon carries one hydrogen pointing radially outward. Take the free cage in its ideal symmetry $O_h$. One hydrogen is now replaced by a group X that keeps the threefold axis through its corner and the three mirror planes containing that axis. X may be an atom, a linear group, or a rotor held in a suitable orientation. The Si--X stretch and any internal vibration of X are assumed to lie far from the Si--H region.

Each Si--H bond $i$ is a harmonic oscillator with mass-weighted stretch $q_i$, the same reduced mass and the local wavenumber $\nu_0$. With squared wavenumbers as force constants, the potential energy is $\frac12\sum_{ij}D_{ij}q_iq_j$, where
\begin{equation}
D=\nu_0^2\,\mathbf 1+2\nu_0 C,\qquad \nu=\sqrt{\nu_0^2+2\nu_0x}\simeq\nu_0+x ,
\label{model}
\end{equation}
and $x$ is an eigenvalue of $C$. The off-diagonal elements of $C$ are $a$, $b$ and $c$ for two bonds joined by a cube edge, a face diagonal and a body diagonal. The infrared intensity of a normalised mode $L$ is
\begin{equation}
I=\Big|\sum_i m_i\,\mathbf e_iL_i\Big|^2 ,
\label{int}
\end{equation}
where $\mathbf e_i$ is the bond direction and $m_i$ the bond's dipole derivative in units of a standard one. An isolated standard bond has $I=1$. Until Variation 2, all $m_i=1$.

\begin{enumerate}
\item[(a)] Find the symmetry species, levels and intensities of the eight stretches of the parent cage.
\item[(b)] Find the species of the seven stretches left after substitution. Which are infrared allowed?
\item[(c)] Suppose X merely removes one oscillator. How many frequencies are there, and which carry intensity?
\item[(d)] Suppose X also shifts the local wavenumbers of the other bonds. What changes?
\item[(e)] Evaluate the results for $\nu_0=2250$, $a=5$, $b=2$, $c=1$, all in cm$^{-1}$, and judge what a spectrum would show.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Label each corner by three signs $(s_1,s_2,s_3)$. Try products of these signs as modes.
\item[(b)] The character of an operation is the number of bonds it leaves in place.
\item[(c)] A parent mode that does not move the removed bond cannot notice the removal. For the other modes, extend the seven amplitudes by a zero at the removed corner and ask by how much the parent equation fails there.
\item[(d)] Sort the seven bonds by their distance from X. Treat motion with and without threefold symmetry separately.
\item[(e)] Keep apart what symmetry permits, what the model gives, and what a finite line width leaves visible.
\end{enumerate}

\section{Solution}

\subsection*{(a) The parent cage}

A threefold rotation leaves two bonds in place, a diagonal mirror plane leaves four, and the identity leaves eight. Every other operation moves all bonds. There are eight threefold rotations and six diagonal mirrors among the 48 operations. For $A_{1g}$ and $A_{2u}$ the characters of identity, rotation and diagonal mirror are $1,1,1$; for $T_{1u}$ and $T_{2g}$ they are $3,0,1$. The multiplicities are therefore
\begin{equation}
\frac{8+8\cdot2+6\cdot4}{48}=1,\qquad \frac{3\cdot8+0+6\cdot4}{48}=1 .
\end{equation}
These four species have total dimension $1+1+3+3=8$, so nothing is missing:
\begin{equation}
\Gamma_8=A_{1g}+T_{1u}+T_{2g}+A_{2u}.
\end{equation}

The modes can be written down. They are the functions $1$, $s_\alpha$, $s_\alpha s_\beta$ and $s_1s_2s_3$ on the corners, in the order of the species above. Let $w$ be the number of sign factors. Passing to an edge neighbour flips one sign, which reverses the function if that sign is among its factors. The three edge neighbours contribute $(3-w)-w=3-2w$. The three face-diagonal neighbours flip two signs and contribute $3,-1,-1,3$ for $w=0,1,2,3$. The opposite corner contributes $(-1)^w$. Hence
\begin{align}
x(A_{1g})&=3a+3b+c, & x(T_{1u})&=a-b-c,\nonumber\\
x(T_{2g})&=-a-b+c, & x(A_{2u})&=-3a+3b-c .
\label{parent}
\end{align}

Since $\mathbf e=(s_1,s_2,s_3)/\sqrt3$, the dipole sum vanishes for every mode except the $T_{1u}$ ones. The normalised mode $s_3/\sqrt8$ has dipole $8/\sqrt{24}$ along the third axis, so $I=64/24=8/3$. The three partners together give $8$. The parent has four frequencies, and one of them is infrared active.

\subsection*{(b) After substitution}

The remaining group is $C_{3v}$. The identity leaves seven bonds in place. Each of the two rotations leaves one, the bond opposite X. Each of the three mirrors contains four corners, one of them occupied by X, and so leaves three bonds. With the characters $(1,1,1)$, $(1,1,-1)$ and $(2,-1,0)$ of $A_1$, $A_2$ and $E$,
\begin{equation}
n_{A_1}=\frac{7+2+9}{6}=3,\quad n_{A_2}=\frac{7+2-9}{6}=0,\quad n_E=\frac{14-2}{6}=2 .
\end{equation}
Thus $\Gamma_7=3A_1+2E$. The dipole component along the axis transforms as $A_1$ and the two transverse components as $E$, so all five levels are infrared allowed. This holds for any force field of the same symmetry. It means that symmetry does not force any of the five intensities to vanish; it gives them no minimum size. The five frequencies are distinct unless two levels coincide by accident.

\subsection*{(c) Removal of one oscillator}

Let X sit at the corner $o=(1,1,1)$. The other diagonal elements and all couplings among the seven bonds are held at their parent values, and the four parent levels are assumed distinct.

\paragraph{The $E$ pairs.} Take a parent mode $v$ with $v_o=0$. For each remaining site $i$, the sum $\sum_jC_{ij}v_j=xv_i$ receives nothing from $j=o$. The mode therefore solves the seven-bond problem with unchanged $x$. In the $T_{1u}$ space these modes are $\sum_\alpha u_\alpha s_\alpha$ with $\sum_\alpha u_\alpha=0$, which is a two-dimensional space. The $T_{2g}$ space likewise supplies two. These are the two $E$ pairs.

Because $v_o=0$, their dipoles are also those of the parent. The pair from $T_{1u}$ has intensity $2\cdot8/3=16/3$, and the pair from $T_{2g}$ has zero. The second pair is allowed by $C_{3v}$ yet dark, because the removal leaves its motion untouched.

\paragraph{The $A_1$ levels.} For the other modes, extend the seven amplitudes by $v_o=0$. The parent equation then holds at every site except possibly $o$:
\begin{equation}
(C-x)v=\eta\,\delta_o ,
\end{equation}
where $\delta_o$ is the unit vector on site $o$. If $\eta=0$, $v$ is one of the modes already found. If $\eta\neq0$, $x$ cannot equal a parent level $x_k$: projecting on that level would make the left side zero, while $\delta_o$ has a component in every level. Let $P_k$ project on level $k$. Then
\begin{equation}
v=\eta\sum_k\frac{P_k\delta_o}{x_k-x}.
\label{vec}
\end{equation}
Each normalised sign product has magnitude $1/\sqrt8$ at every corner, so the weight $w_k$ of level $k$ on site $o$ is its degeneracy divided by eight. The condition $v_o=0$ becomes
\begin{equation}
f(x)=\sum_k\frac{w_k}{x_k-x}=0,\qquad w_k=\tfrac18,\tfrac38,\tfrac38,\tfrac18
\label{sec}
\end{equation}
for $A_{1g},T_{1u},T_{2g},A_{2u}$. The derivative $\sum_kw_k/(x_k-x)^2$ is positive, and $f$ runs from $-\infty$ to $+\infty$ between neighbouring parent levels. There is one root in each of the three gaps. Outside the outermost levels all terms have the same sign, so there is no further root. The three $A_1$ levels thus lie strictly between parent levels, while the $E$ pairs lie on two of them. There are five distinct frequencies.

For the intensity, let $d_i=\mathbf n\cdot\mathbf e_i$ with $\mathbf n=(1,1,1)/\sqrt3$. This function is $(s_1+s_2+s_3)/3$, a pure $T_{1u}$ function with $d_o=1$. Only the $T_{1u}$ term of \eqref{vec} contributes to the dipole, which equals $\eta/(x_{T_{1u}}-x)$. Dividing its square by the norm of $v$ gives
\begin{equation}
I(A_1)=\frac{(x_{T_{1u}}-x)^{-2}}{\sum_kw_k(x_k-x)^{-2}}>0 .
\label{ia}
\end{equation}
In this model, removal alone produces five allowed frequencies, four of which carry intensity.

\subsection*{(d) Unequal bonds}

The seven bonds form three sets: P, the three edge neighbours of X; Q, the three across a face diagonal; and R, the one opposite. Let their local shifts be $d_P$, $d_Q$ and $d_R$. Number the sites so that P$_\alpha$ has sign $\alpha$ reversed and Q$_\alpha$ is opposite P$_\alpha$. Counting differing signs gives the couplings: P$_\alpha$--P$_\beta$ and Q$_\alpha$--Q$_\beta$ are $b$; P$_\alpha$--Q$_\alpha$ is $c$; P$_\alpha$--Q$_\beta$ with $\alpha\ne\beta$ is $a$; R--P is $b$; R--Q is $a$.

\paragraph{$E$ modes.} Put amplitudes $u_\alpha\cos\varphi$ on P and $u_\alpha\sin\varphi$ on Q, with $\sum_\alpha u_\alpha=0$ and $\sum_\alpha u_\alpha^2=1$. Then R stays at rest, and $\sum_{\beta\ne\alpha}u_\beta=-u_\alpha$. The problem reduces to
\begin{equation}
\begin{pmatrix}d_P-b&g\\ g&d_Q-b\end{pmatrix},\qquad g=c-a .
\end{equation}
With $\Delta=d_P-d_Q$ and $s=\sqrt{g^2+\Delta^2/4}$,
\begin{equation}
x_\pm=\frac{d_P+d_Q}{2}-b\pm s,\quad \cos2\varphi=\pm\frac{\Delta}{2s},\quad \sin2\varphi=\pm\frac gs .
\label{epair}
\end{equation}
The bond directions are $\mathbf e(\mathrm P_\alpha)=\mathbf n-(2/\sqrt3)\,\hat{\mathbf x}_\alpha$ and $\mathbf e(\mathrm Q_\alpha)=-\mathbf e(\mathrm P_\alpha)$. The terms in $\mathbf n$ cancel because $\sum_\alpha u_\alpha=0$. The dipole has magnitude $(2/\sqrt3)\,|\cos\varphi-\sin\varphi|$, and the two partners together give
\begin{equation}
I_\pm=\tfrac83(1-\sin2\varphi)=\tfrac83\Big(1\mp\frac gs\Big).
\label{ie}
\end{equation}
At $\Delta=0$ this returns $16/3$ and $0$. For $|\Delta|\ll|g|$, $|g|/s\simeq1-\Delta^2/8g^2$, so the weak pair has $I\simeq\Delta^2/3g^2$. What lights it is the difference between P and Q; an equal shift of both leaves it dark, as long as the couplings and the dipole directions keep their parent values. A substituent that changes either of these can light the pair even at $d_P=d_Q$: with the couplings of part (e), raising the P--P coupling from 2 to 3 cm$^{-1}$ gives $I=0.021$, and tilting the P dipoles by $10^\circ$ towards the axis gives $I=0.008$.

\paragraph{$A_1$ modes.} Let each P bond have amplitude $p$, each Q bond $q$, and R amplitude $r$. Then
\begin{align}
xp&=(d_P+2b)p+(2a+c)q+br,\nonumber\\
xq&=(2a+c)p+(d_Q+2b)q+ar,\label{a1}\\
xr&=3bp+3aq+d_Rr.\nonumber
\end{align}
The axial components of the bond directions are $1/3$, $-1/3$ and $-1$, so
\begin{equation}
I=\frac{(p-q-r)^2}{3p^2+3q^2+r^2}.
\label{ia1}
\end{equation}

The modes form an orthonormal basis, so the intensities add up to $\sum_im_i^2$. The total falls from 8 to 7 on substitution with unchanged moments. The new lines take their intensity from the bonds already present.

\subsection*{(e) Numbers}

\paragraph{Parent and removal.} Equation \eqref{parent} gives $x=22$, $2$, $-6$ and $-10$ cm$^{-1}$ for $A_{1g}$, $T_{1u}$, $T_{2g}$ and $A_{2u}$. The one active line is at 2252.0 cm$^{-1}$. Clearing the denominators in \eqref{sec} yields
\begin{equation}
x^3-8x^2-192x-312=0 .
\end{equation}
Its roots, together with the $E$ levels, give:
\begin{center}
\begin{tabular}{lrrr}
Removal & $x$ (cm$^{-1}$) & $\nu$ (cm$^{-1}$) & $I$\\
$A_1$ & $-9.19$ & 2240.8 & 0.034\\
$E$ & $-6.00$ & 2244.0 & 0\\
$A_1$ & $-1.79$ & 2248.2 & 1.412\\
$E$ & $2.00$ & 2252.0 & 5.333\\
$A_1$ & $18.98$ & 2268.9 & 0.220
\end{tabular}
\end{center}

\paragraph{Shifted bonds.} Now choose $d_P=4$, $d_Q=1$, $d_R=0$ cm$^{-1}$. Then $g=-4$, $\Delta=3$ and $s=\sqrt{16+2.25}=4.272$ cm$^{-1}$. Equation \eqref{epair} gives $x_\pm=0.5\pm4.272$ cm$^{-1}$, and \eqref{ie} gives $I_-=\frac83(1-4/4.272)=0.170$. The $A_1$ equations have simple solutions $(p,q,r)$, as substitution in \eqref{a1} confirms: $(1,-2,3)$ at $x=-8$, $(5,-2,-9)$ at $x=0$ and $(1,1,1)$ at $x=21$ cm$^{-1}$.
\begin{center}
\begin{tabular}{lrrr}
Shifted & $x$ (cm$^{-1}$) & $\nu$ (cm$^{-1}$) & $I$\\
$A_1$ & $-8.00$ & 2242.0 & 0\\
$E$ & $-3.77$ & 2246.2 & 0.170\\
$A_1$ & $0.00$ & 2250.0 & 1.524\\
$E$ & $4.77$ & 2254.8 & 5.164\\
$A_1$ & $21.00$ & 2270.9 & 0.143
\end{tabular}
\end{center}
The levels span 28.9 cm$^{-1}$, or 3.59 meV.

The weak $E$ pair has appeared, but the lowest $A_1$ line has vanished. Its numerator in \eqref{ia1} is $1+2-3=0$: the P and Q bonds together cancel the opposite bond. This is an accident of the chosen numbers, since the corresponding level had $I=0.034$ before the shifts. Again four of the five allowed lines carry intensity, but a different one is missing.

\paragraph{Line width.} Give all lines the same Lorentzian shape and count the maxima of their sum on a fine grid. A full width at half maximum of 1 cm$^{-1}$ leaves four maxima, 4 cm$^{-1}$ leaves three, and 10 cm$^{-1}$ leaves one. The maxima are lost at widths of about 2.2, 4.2 and 6.0 cm$^{-1}$. The smallest gap between levels is 3.8 cm$^{-1}$, but the intensity ratio matters as well: a weak line beside a strong one can disappear at a width well below their gap.

\paragraph{The model and a real film.} The value of $\nu_0$ is a rough typical one for Si--H on a silsesquioxane cage. The scale of the couplings can be estimated from unscreened point dipoles at the bond midpoints. I take an assumed effective charge of $0.5e$, a silicon cube edge of 3.10 \AA\ and a bond length of 1.46 \AA. The midpoints form a cube of edge $3.10+1.46/\sqrt3=3.94$ \AA. Dividing the dipole force constant by $2\mu\omega_0$, with $\mu$ the Si--H reduced mass and $\omega_0$ the local angular frequency, and converting to wavenumbers gives roughly 5, 2 and 1 cm$^{-1}$ for $a$, $b$ and $c$. The assumed charge enters squared, so that $0.3e$ would cut all three values to about a third. Only the order of magnitude is meaningful. The local shifts are illustrative. A film breaks the assumption of identical, singly substituted cages, and its Si--H band is roughly ten to a few tens of cm$^{-1}$ wide. At the lower end of that range the model spectrum shows one maximum for Lorentzian lines. For Gaussian lines, which are closer to the inhomogeneous broadening of a film, the weak line near 2271 cm$^{-1}$ is still barely resolved at 10 cm$^{-1}$ and merges just above that width. Either way, counting peaks in such a film would not establish the substitution pattern.

\paragraph{Other neglected effects.} Natural silicon isotopes lower the symmetry. Replacing $^{28}$Si by $^{29}$Si changes the diatomic Si--H reduced mass and, in this estimate, shifts a local Si--H wavenumber by $-1.35$ cm$^{-1}$. With one such atom on a P site, numerical diagonalisation gives seven frequencies and a largest $E$ splitting of 0.56 cm$^{-1}$. For a rough $^{28}$Si abundance of 0.92, a fraction $1-0.92^6=0.39$ of the cages has a heavier silicon on at least one of the six P and Q sites. A heavier silicon on R lies on the threefold axis and keeps $C_{3v}$. The $C_{3v}$ count thus describes about three fifths of the cages strictly. For a single heavy atom on P or Q, the $E$ splitting reaches 0.6 cm$^{-1}$ with $^{29}$Si and 1.1 cm$^{-1}$ with $^{30}$Si. A heavy silicon also gives the accidentally dark $A_1$ line a small intensity, up to about 0.03.

Coupling to X matters less, provided the modes of X are far away. If the Si--X stretch lies at 1650 cm$^{-1}$ and couples as strongly as the lost Si--H bond, diagonalising all eight oscillators moves no Si--H level by more than 0.13 cm$^{-1}$. A mode of X close to the Si--H region, such as the internal stretch of some linear groups, is a different case: with the same coupling strength the largest shift is 0.85 cm$^{-1}$ for a mode at 2190 cm$^{-1}$ and 4.6 cm$^{-1}$ for one at 2280 cm$^{-1}$, and that mode adds a line of its own. The Boltzmann factor of one Si--H quantum is $2.1\times10^{-5}$ at 300 K and $8.1\times10^{-3}$ at 673 K, a rough curing temperature. Hot bands of the stretches themselves are therefore negligible at 300 K. At 673 K the $1\to2$ transitions of the seven bonds together carry an intensity of about $14\times8.1\times10^{-3}\approx0.11$, small against the total of 7 but comparable with the weak lines of the tables. Thermal motion of the soft cage modes, which can broaden the lines, is not included. Neither is Fermi resonance: the Si--O--Si stretches lie at roughly half the Si--H wavenumber, so their overtones and combinations can fall among the five levels, shift them and add lines that the harmonic count does not contain.

\section{Variation 1: equal edge and body-diagonal couplings}

\emph{How many frequencies does pure removal leave if $a=c$?}

By \eqref{parent}, $T_{1u}$ and $T_{2g}$ now coincide at $x=-b$, which violates the assumption of part (c). The merged level has six modes. Requiring zero amplitude at $o$ leaves five of them, which form $A_1+2E$. Provided the $A_{1g}$ and $A_{2u}$ levels coincide neither with this level nor with each other, the secular equation has three distinct parent levels with weights $\frac18,\frac68,\frac18$, and hence two roots. There are three frequencies instead of five, although the species are still $3A_1+2E$.

For $a=c=3$ and $b=1$ cm$^{-1}$, the parent levels are $15$, $-1$ and $-9$ cm$^{-1}$. Equation \eqref{sec} becomes $x^2-5x-102=0$, so the two moving levels are $x=12.9$ and $-7.9$ cm$^{-1}$, and the other five modes stay at $-1$ cm$^{-1}$. A difference between P and Q separates the two $E$ pairs again: with $g=0$, \eqref{epair} gives a splitting $2s=|\Delta|$.

\section{Variation 2: unequal bond moments}

\emph{The substituent changes the dipole derivative of the P bonds to $m_P$, with the shifts of part (e) held fixed. What happens to the two lines of lowest wavenumber?}

We first hold $C$ fixed, so the frequencies do not change. In the $E$ dipole, $\cos\varphi$ acquires the factor $m_P$:
\begin{equation}
I=\tfrac83\,(m_P\cos\varphi-\sin\varphi)^2 .
\end{equation}
For the lower pair, \eqref{epair} gives $\cos^2\varphi=\frac12(1-3/8.544)=0.324$. Since $\sin2\varphi>0$, we may take $\cos\varphi=0.570$ and $\sin\varphi=0.822$. The intensity is $0.255$ for $m_P=0.9$ and $0.102$ for $m_P=1.1$, against $0.170$ for $m_P=1$. It vanishes at $m_P=0.822/0.570\simeq1.44$. A stronger bond moment can thus weaken an allowed line, because P and Q contribute with opposite signs.

For the dark $A_1$ mode $(1,-2,3)$, the numerator of \eqref{ia1} becomes $(m_P+2-3)^2$, so $I=(m_P-1)^2/24$. A ten per cent change of $m_P$ restores an intensity of only $4\times10^{-4}$. The zero is lifted, since symmetry does not protect it (a compensating change of the Q moments could still preserve it), but the line forms a separate maximum only for Lorentzian widths below about 0.5 cm$^{-1}$.

These numbers assume fixed couplings. If the couplings are dipolar, as in the estimate of part (e), they scale as $m_im_j$ and change with $m_P$. The levels then move by up to 1.5 cm$^{-1}$, the weak $E$ pair has $I=0.35$ for $m_P=0.9$ and $0.05$ for $m_P=1.1$, and the dark $A_1$ line reaches 0.006 to 0.007, more than ten times the value above but still weak.

Numbers in the example were calculated in double precision.
